# Choosing the Likelihood Drop for a Lower Bound on Oxide Breakdown Lifetime: a program that tests the result

```python
# Result under test: for Weibull breakdown times with common slope beta and
# scale eta = eta_ref*(V/V_ref)**(-n), the log-likelihood is concave in
# (beta, gamma = beta*n, c = -beta*ln eta_ref). The profile likelihood of
# theta = ln(product lifetime) has one peak, and its lower crossing is the
# smallest theta inside the likelihood region.
# y = ln(time/s), x = ln(V/V_ref), failed = 1 for breakdown, 0 for censored,
# w = ln(-ln(1-p)*A_test/A_use), p = allowed failed fraction of products.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize
from scipy.stats import chi2, norm, weibull_min


def maximise(design, offset, failed, start):
    """Damped Newton for many data sets; the first coefficient is beta."""
    q = start.copy()
    count = failed.sum()

    def value(coef):
        z = offset + (design @ coef[..., None])[..., 0]
        total = (z * failed).sum(1) - np.exp(np.minimum(z, 300)).sum(1)
        total = total + count * np.log(np.maximum(coef[:, 0], 1e-300))
        return np.where(coef[:, 0] > 0, total, -np.inf)

    for _ in range(100):
        z = offset + (design @ q[..., None])[..., 0]
        e = np.exp(np.minimum(z, 300))
        grad = ((failed - e)[:, None, :] @ design)[:, 0, :]
        grad[:, 0] += count / q[:, 0]
        info = np.swapaxes(design * e[..., None], 1, 2) @ design
        info[:, 0, 0] += count / q[:, 0]**2
        step = np.linalg.solve(info, grad[..., None])[..., 0]
        gain = (grad * step).sum(1)
        old = value(q)
        size = np.ones(len(q))
        for _ in range(50):
            new = value(q + size[:, None] * step)
            bad = new < old + 1e-4 * size * gain - 1e-10
            if not bad.any():
                break
            size[bad] *= 0.5
        q = q + size[:, None] * step
        if gain.max() < 1e-14:
            return q, value(q), info
    raise RuntimeError("Newton iteration did not converge")


def fit_free(y, covariates, failed):
    coef = y @ np.linalg.pinv(covariates).T
    beta0 = 1 / (y - coef @ covariates.T).std(axis=1)
    start = np.column_stack([beta0, -beta0[:, None] * coef])
    cov = np.broadcast_to(covariates, (len(y),) + covariates.shape)
    design = np.concatenate([y[..., None], cov], axis=2)
    return maximise(design, 0.0, failed, start)


def fit_joint(y, x, failed, x_use, w):
    q, top, info = fit_free(y, np.column_stack([x, np.ones_like(x)]), failed)
    theta = (w - q[:, 2] - q[:, 1] * x_use) / q[:, 0]
    slope = -np.column_stack([theta, np.full(len(q), x_use),
                              np.ones(len(q))]) / q[:, :1]
    solved = np.linalg.solve(info, slope[..., None])[..., 0]
    return q, top, info, theta, np.sqrt((slope * solved).sum(1))


def fit_fixed(y, x, failed, x_use, w, theta, beta0):
    shifted = y - theta[:, None]
    dx = x - x_use
    gamma0 = -(0.5 + w + beta0 * shifted.mean(1)) / dx.mean()
    design = np.stack([shifted, np.broadcast_to(dx, y.shape)], axis=2)
    q, top, _ = maximise(design, w, failed, np.column_stack([beta0, gamma0]))
    return q, top


def signed_root(y, x, failed, x_use, w, theta):
    q, top, _, best, se = fit_joint(y, x, failed, x_use, w)
    _, fixed = fit_fixed(y, x, failed, x_use, w, theta, q[:, 0])
    root = np.sign(best - theta) * np.sqrt(2 * np.maximum(top - fixed, 0))
    return root, (best - theta) / se


def lower_bound(y, x, failed, x_use, w, critical):
    _, _, _, best, se = fit_joint(y, x, failed, x_use, w)

    def excess(theta):
        return signed_root(y, x, failed, x_use, w,
                           np.array([theta]))[0][0] - critical
    low = best[0] - se[0]
    while excess(low) < 0:
        low -= se[0]
    return brentq(excess, low, best[0], xtol=1e-9)


# ---- chosen example, in the regime of a roughly 2 nm gate oxide ----
volts = np.array([2.60, 2.75, 2.90, 3.05])
per_group, stop_count = 20, 12
v_ref, v_use = 2.80, 1.50
true_n, true_beta, true_eta = 44.0, 1.30, 2000.0
area_test, area_use, p_fail = 1e-6, 1e-2, 1e-4      # cm2, cm2, fraction
ratio = area_use / area_test
w = np.log(-np.log1p(-p_fail) / ratio)
voltage = np.repeat(volts, per_group)
x = np.log(voltage / v_ref)
x_use = np.log(v_use / v_ref)
failed = np.ones(len(x))
failed[stop_count:per_group] = 0
year = const.Julian_year
rng = np.random.default_rng(7)


def standard_errors(replicates):
    """Log-Weibull errors, lowest voltage stopped at a fixed failure count."""
    e = np.log(rng.exponential(size=(replicates, len(volts), per_group)))
    e.sort(axis=2)
    e[:, 0, stop_count:] = e[:, 0, stop_count - 1:stop_count]
    return e.reshape(replicates, -1)


true_y = np.log(true_eta) - true_n * x + standard_errors(1) / true_beta
times = np.round(np.exp(true_y[0]), 1)
assert times.min() > 0
y = np.log(times)[None, :]
true_theta = np.log(true_eta) - true_n * x_use + w / true_beta

q, top, info, theta, se = fit_joint(y, x, failed, x_use, w)
qhat, top, theta, se = q[0], top[0], theta[0], se[0]
beta, n_hat = qhat[0], qhat[1] / qhat[0]
eta_ref = np.exp(-qhat[2] / beta)
cov = np.linalg.inv(info[0])
se_beta = np.sqrt(cov[0, 0])
n_slope = np.array([-n_hat, 1, 0]) / beta
se_n = np.sqrt(n_slope @ cov @ n_slope)


# ---- fit against direct search on the library's Weibull density ----
def loglik_definition(ln_eta, n, slope):
    scale = np.exp(ln_eta) * (voltage / v_ref)**(-n)
    dead = failed == 1
    return ((weibull_min.logpdf(times[dead], slope, scale=scale[dead])
             + np.log(times[dead])).sum()
            + weibull_min.logsf(times[~dead], slope, scale=scale[~dead]).sum())


def loglik_linear(coef):
    return loglik_definition(-coef[2] / coef[0], coef[1] / coef[0], coef[0])


search = minimize(lambda v: -loglik_definition(v[0], v[1], np.exp(v[2])),
                  [7.0, 40.0, 0.1], method="Nelder-Mead",
                  options=dict(xatol=1e-7, fatol=1e-10, maxiter=5000,
                               maxfev=5000))
assert abs(-search.fun - top) < 1e-6
assert abs(search.x[1] - n_hat) < 1e-2
assert abs(np.exp(search.x[2]) - beta) < 1e-3

# ---- concavity on random chords, and single peak of the profile ----
chol = np.linalg.cholesky(cov)
for _ in range(100):
    ends = qhat + 2 * rng.standard_normal((2, 3)) @ chol.T
    if ends[:, 0].min() > 0.1:
        middle = loglik_linear(ends.mean(0))
        assert middle > (loglik_linear(ends[0])
                         + loglik_linear(ends[1])) / 2 - 1e-8
grid = theta + np.linspace(-8, 8, 161)
_, profile = fit_fixed(np.tile(y, (161, 1)), x, failed, x_use, w, grid,
                       np.full(161, beta))
assert np.all(np.diff(profile)[:80] > 0) and np.all(np.diff(profile)[80:] < 0)

# ---- area scaling from the survival of all cells of a product ----
eta_use = eta_ref * (v_use / v_ref)**(-n_hat)
log_survival = ratio * weibull_min.logsf(np.exp(theta), beta, scale=eta_use)
assert abs(-np.expm1(log_survival) / p_fail - 1) < 1e-6

# ---- profile bound against constrained minimisation of theta ----
z95 = norm.ppf(0.95)
bound = lower_bound(y, x, failed, x_use, w, z95)
q_bound, _ = fit_fixed(y, x, failed, x_use, w, np.array([bound]), q[:, 0])
beta_bound, n_bound = q_bound[0, 0], q_bound[0, 1] / q_bound[0, 0]


def theta_white(s):
    coef = qhat + chol @ s
    return (w - coef[2] - coef[1] * x_use) / coef[0]


direction = chol.T @ (-np.array([theta, x_use, 1.0]) / beta)
smallest = minimize(
    theta_white, -direction / np.linalg.norm(direction), method="SLSQP",
    constraints=[dict(type="ineq", fun=lambda s: loglik_linear(
        qhat + chol @ s) - top + z95**2 / 2)],
    options=dict(ftol=1e-12, maxiter=300))
assert abs(smallest.fun - bound) < 1e-3

# ---- invariance of the signed root, calibration and coverage ----
errors = standard_errors(200)
plain, _ = signed_root(errors, x, failed, x_use, w, np.full(200, w))
moved, _ = signed_root(np.log(true_eta) - true_n * x + errors / true_beta,
                       x, failed, x_use, w, np.full(200, true_theta))
assert np.max(np.abs(plain - moved)) < 1e-4
runs = 8000
root_a, wald_a = signed_root(standard_errors(runs), x, failed, x_use, w,
                             np.full(runs, w))
root_b, wald_b = signed_root(standard_errors(runs), x, failed, x_use, w,
                             np.full(runs, w))
critical = np.quantile(root_a, 0.95)
cover_profile = np.mean(np.r_[root_a, root_b] <= z95)
cover_wald = np.mean(np.r_[wald_a, wald_b] <= z95)
cover_calibrated = np.mean(root_b <= critical)
assert abs(cover_profile - 0.95) < 0.03
assert abs(cover_calibrated - 0.95) < 0.014   # four sampling deviations
bound_cal = lower_bound(y, x, failed, x_use, w, critical)

# ---- voltages at which estimate and profile bound equal ten years ----
goal = np.log(10 * year)
v_estimate = brentq(lambda v: np.log(eta_ref) - n_hat * np.log(v / v_ref)
                    + w / beta - goal, 0.8, 2.4)
v_bound = brentq(lambda v: lower_bound(y, x, failed, np.log(v / v_ref), w,
                                       z95) - goal, 0.8, 2.4, xtol=1e-6)

# ---- separate Weibull fits, and exponential voltage law ----
separate, slopes = 0.0, []
for g in range(len(volts)):
    part = slice(g * per_group, (g + 1) * per_group)
    qg, top_g, _ = fit_free(y[:, part], np.ones((per_group, 1)), failed[part])
    separate += top_g[0]
    slopes.append(qg[0, 0])
lr = 2 * (separate - top)
assert lr > 0
lr_p = chi2.sf(lr, 2 * len(volts) - 3)
dv, dv_use = voltage - v_ref, v_use - v_ref
_, top_exp, _, theta_exp, _ = fit_joint(y, dv, failed, dv_use, w)
bound_exp = lower_bound(y, dv, failed, dv_use, w, z95)
assert theta - theta_exp[0] > np.log(10)

# ---- sizes of other neglected effects (rough inputs) ----
kelvin = 125 + const.zero_Celsius
activation = 0.7                                    # eV, rough
hot = np.exp(activation * const.e / const.k * (1 / kelvin - 1 / (kelvin + 10)))
supply = 1.01**n_hat
thick, v_ox = 2.2e-9, volts[-1] - 0.4               # m, V
barrier, mass = 3.1 * const.e, 0.4 * const.m_e
force = const.e * v_ox / thick
exponent = (4 * np.sqrt(2 * mass) / (3 * const.hbar * force)
            * (barrier**1.5 - (barrier - const.e * v_ox)**1.5))
numeric = quad(lambda u: 2 * thick * np.sqrt(
    2 * mass * (barrier - force * thick * u)) / const.hbar, 0, 1)[0]
assert abs(numeric / exponent - 1) < 1e-7
attempt = 0.2 * const.e / const.h                   # 1/s, rough
current_density = (3.9 * const.epsilon_0 * v_ox / thick * attempt
                   * np.exp(-exponent))             # A/m2
current = current_density * area_test * 1e-4
drop = current * 100.0                              # V across 100 ohm
drop_factor = (1 - drop / volts[-1])**(-n_hat)
radius = np.sqrt(area_test * 1e-4 / np.pi)
heating = volts[-1] * current / (4 * 100.0 * radius)  # K, k = 100 W/(m K)
scatter = 0.3                                       # std of ln(eta) by die
die = norm.ppf((np.arange(201) + 0.5) / 201) * scatter
cell = np.log(-np.log1p(-(np.arange(400) + 0.5) / 400)) / true_beta
mixed = (die[:, None] + cell).reshape(1, -1)
q_mix, _, _ = fit_free(mixed, np.ones((mixed.size, 1)), np.ones(mixed.size))
fit_life = (w - q_mix[0, 1]) / q_mix[0, 0]
real_life = brentq(lambda s: np.mean(-np.expm1(-ratio * np.exp(
    true_beta * (s - die)))) / p_fail - 1, -30, 0)
assert fit_life < real_life
defects = -np.log1p(-p_fail) / area_use

# ---- output ----
print(f"true n, beta, eta(2.80 V): {true_n:.1f}, {true_beta:.2f}, "
      f"{true_eta:.0f} s")
print(f"use voltage: {v_use:.2f} V, reference voltage: {v_ref:.2f} V")
print(f"test area, use area: {area_test:.0e}, {area_use:.0e} cm2")
print(f"allowed failures: {p_fail * 1e6:.0f} ppm, w = {w:.4f}")
for g, v in enumerate(volts):
    part = slice(g * per_group, (g + 1) * per_group)
    dead = times[part][failed[part] == 1]
    for k in range(0, len(dead), 10):
        print(f"{v:.2f} V [s]:", *[f"{t:.1f}" for t in dead[k:k + 10]])
print(f"censored at 2.60 V: {int((1 - failed).sum())} cells at "
      f"{times[stop_count]:.1f} s")
print(f"beta = {beta:.4f}, standard error {se_beta:.4f}")
print(f"n = {n_hat:.3f}, standard error {se_n:.3f}")
print(f"eta(2.80 V) = {eta_ref:.1f} s, eta(1.50 V) = {eta_use:.4e} s")
print(f"gamma = {qhat[1]:.4f}, c = {qhat[2]:.4f}")
print(f"maximum log-likelihood (density of ln t) = {top:.4f}")
print(f"theta = ln(t_use/s) = {theta:.4f}, standard error {se:.4f}")
print(f"estimated lifetime: {np.exp(theta):.3e} s = "
      f"{np.exp(theta) / year:.2f} years")
print(f"true lifetime: {np.exp(true_theta) / year:.2f} years")
print(f"z = {z95:.4f}, log-likelihood drop = {z95**2 / 2:.4f}")
print(f"normal-approximation bound: {np.exp(theta - z95 * se) / year:.3f} "
      "years")
print(f"profile bound: theta_L = {bound:.4f}, {np.exp(bound):.3e} s = "
      f"{np.exp(bound) / year:.3f} years")
print(f"theta_L by constrained minimisation: {smallest.fun:.4f}")
print(f"at profile bound: beta = {beta_bound:.4f}, n = {n_bound:.3f}")
print(f"calibrated critical value: {critical:.4f}")
print(f"calibrated bound: {np.exp(bound_cal) / year:.3f} years")
print(f"coverage, normal approximation: {100 * cover_wald:.2f} %")
print(f"coverage, profile: {100 * cover_profile:.2f} %")
print(f"coverage, calibrated (new runs): {100 * cover_calibrated:.2f} %")
print(f"simulated data sets per batch: {runs}, batches: 2")
print(f"10-year voltage from estimate: {v_estimate:.4f} V")
print(f"10-year voltage from profile bound: {v_bound:.4f} V")
print("separate slopes, low to high V:", *[f"{s:.3f}" for s in slopes])
print(f"separate-fit test: LR = {lr:.3f}, df = {2 * len(volts) - 3}, "
      f"p = {lr_p:.3f}")
print(f"power minus exponential log-likelihood: {top - top_exp[0]:.4f}")
print(f"exponential law estimate: {np.exp(theta_exp[0]) / year:.3e} years")
print(f"exponential law bound: {np.exp(bound_exp) / year:.3e} years")
print(f"estimate ratio power/exponential: {np.exp(theta - theta_exp[0]):.3e}")
print(f"life divisor, 10 K hotter (rough {activation} eV): {hot:.2f}")
print(f"life divisor, 1 % higher supply: {supply:.2f}")
print(f"tunnel current at 3.05 V (rough): {current_density * 1e-4:.2f} A/cm2, "
      f"{current * 1e6:.2f} uA")
print(f"drop in 100 ohm: {drop * 1e3:.3f} mV, life factor {drop_factor:.4f}")
print(f"self-heating (rough): {heating * 1e3:.2f} mK")
print(f"die scatter {scatter} in ln(eta): fitted slope {q_mix[0, 0]:.4f}")
print(f"die scatter, true/fitted life: {np.exp(real_life - fit_life):.3f}")
print(f"extrinsic defects filling the budget: {defects:.4f} per cm2")
print("success")
```

It prints:

```
true n, beta, eta(2.80 V): 44.0, 1.30, 2000 s
use voltage: 1.50 V, reference voltage: 2.80 V
test area, use area: 1e-06, 1e-02 cm2
allowed failures: 100 ppm, w = -18.4206
2.60 V [s]: 1480.3 15496.2 16385.4 20679.3 21291.2 23167.7 32509.3 33768.8 34078.3 39955.3
2.60 V [s]: 41180.3 47402.5
2.75 V [s]: 110.8 236.0 507.8 602.9 1522.9 1720.1 1995.1 2493.2 2677.5 2698.1
2.75 V [s]: 3115.2 3624.8 4088.5 4467.6 5021.7 5161.2 5713.9 5738.6 8093.4 10485.6
2.90 V [s]: 54.4 71.6 87.4 96.7 141.9 170.3 204.5 326.7 347.0 384.1
2.90 V [s]: 406.2 449.2 475.0 498.6 524.4 656.2 692.3 795.0 915.9 1191.4
3.05 V [s]: 2.8 8.6 10.5 15.7 20.8 30.1 33.3 34.2 36.4 37.2
3.05 V [s]: 41.9 42.2 48.6 48.7 49.4 58.9 65.8 69.8 80.6 93.8
censored at 2.60 V: 8 cells at 47402.5 s
beta = 1.4393, standard error 0.1375
n = 43.762, standard error 1.489
eta(2.80 V) = 1963.5 s, eta(1.50 V) = 1.4303e+15 s
gamma = 62.9861, c = -10.9134
maximum log-likelihood (density of ln t) = -98.4513
theta = ln(t_use/s) = 22.0982, standard error 1.4560
estimated lifetime: 3.955e+09 s = 125.32 years
true lifetime: 37.59 years
z = 1.6449, log-likelihood drop = 1.3528
normal-approximation bound: 11.428 years
profile bound: theta_L = 19.4527, 2.807e+08 s = 8.894 years
theta_L by constrained minimisation: 19.4527
at profile bound: beta = 1.2623, n = 42.473
calibrated critical value: 1.8583
calibrated bound: 6.049 years
coverage, normal approximation: 90.95 %
coverage, profile: 92.94 %
coverage, calibrated (new runs): 95.58 %
simulated data sets per batch: 8000, batches: 2
10-year voltage from estimate: 1.5892 V
10-year voltage from profile bound: 1.4959 V
separate slopes, low to high V: 1.572 1.231 1.415 1.747
separate-fit test: LR = 2.906, df = 5, p = 0.714
power minus exponential log-likelihood: 0.1853
exponential law estimate: 1.151e-01 years
exponential law bound: 9.979e-03 years
estimate ratio power/exponential: 1.089e+03
life divisor, 10 K hotter (rough 0.7 eV): 1.65
life divisor, 1 % higher supply: 1.55
tunnel current at 3.05 V (rough): 1.87 A/cm2, 1.87 uA
drop in 100 ohm: 0.187 mV, life factor 1.0027
self-heating (rough): 2.53 mK
die scatter 0.3 in ln(eta): fitted slope 1.1985
die scatter, true/fitted life: 3.049
extrinsic defects filling the budget: 0.0100 per cm2
success
```
